\section*{The chemical potential and band count with Fermi--Dirac smearing, part 2}

A metal is sampled at finitely many $k$-points and bands, with Fermi--Dirac occupations of width $\sigma=k_BT$. The chemical potential $\mu$ must give $N_e$ electrons per cell. We test a solver for $\mu$ on a metal and ask how many nearly empty bands are needed. The algebra is in atomic units with $k_B=1$; numbers are in eV and \AA.

The fixed levels $\varepsilon_i$, $i=(n,\mathbf k)$, have weights $w_i$ that include the spin factor $g=2$; $M=\sum_iw_i$. Let $x_i=(\varepsilon_i-\mu)/\sigma$, $t=e^{-|x|}$, $f(x)=1/(1+e^x)$, $N(\mu)=\sum_iw_if(x_i)$, $R=N-N_e$ and $A=\sigma N'=\sum_iw_if_i(1-f_i)$. Primes on $N$ denote $\mu$-derivatives. The root of $R$ is $\mu^*$. With $e=\mu-\mu^*$, $u=|e|/\sigma$ and $d=|R|/A$,
\begin{equation}
\ln(1+d)\le u\le-\ln(1-d),\label{eq:cert}
\end{equation}
the upper bound requiring $d<1$.

The solver starts at the midpoint of the bracket $[\varepsilon_{\min}+\sigma L,\ \varepsilon_{\max}+\sigma L]$, where $L=\ln[\theta/(1-\theta)]$, $\theta=N_e/M$ and $W=\varepsilon_{\max}-\varepsilon_{\min}$. It bisects while $d>1/2$; otherwise it takes the Newton step $\mu\to\mu-\sigma R/A$, clipped to the bracket. Near the root a Newton step gives $e'=(N''/2N')e^2$ to leading order. For a tolerance of $10^{-10}\sigma$ the number of evaluations is, in exact arithmetic, at most
\begin{equation}
\max\Big(1,\left\lceil\log_2\frac{W}{\sigma\ln1.5}\right\rceil\Big)+5 .\label{eq:cost}
\end{equation}

With $\mathrm{sp}(y)=\ln(1+e^y)$, let $\Omega(\mu)=-\sigma\sum w\,\mathrm{sp}(-x)$, $E=\sum wf\varepsilon$ and $S=\sum w\,[\mathrm{sp}(-x)+xf]$, the entropy. The free energy is
\begin{equation}
F=\max_\mu\,[\Omega(\mu)+\mu N_e]=E-\sigma S\big|_{\mu^*}.\label{eq:F}
\end{equation}
At fixed $N_e$, a parameter $\lambda$ of the levels gives $dF/d\lambda=\sum wf\,\partial_\lambda\varepsilon$.

The closing listing also covers earlier tests. Plain Newton is sure to reduce the error for $u<u^*$, and for one half-filled level it diverges beyond the 2-cycle value. The chain $u_j$ bounds the errors from the first accepted Newton step on. In the two-level gap model, the naive $R$ sums the occupations directly.

\section{A metal: the empty lattice}

Take free electrons in a simple cubic cell with round parameters $a=3$~\AA, $V=27$~\AA$^3$, $N_e=4$, $\sigma=0.5$~eV, on a shifted $20^3$ grid with 220 irreducible points. The levels are $\tfrac12|\mathbf k+\mathbf G|^2$, sorted into bands; with $\hbar^2/2m=3.80998$~eV\,\AA$^2$ the unit is $E_0=\hbar^2(2\pi/a)^2/2m=16.7125$~eV, and $E_F=10.2094$~eV. With $N_b=8$ bands the bracket is $[-0.5180,\,31.2357]$~eV and $W=31.7537$~eV.

Bisection to $10^{-10}\sigma$ needs $\lceil\log_2(31.7537/5\times10^{-11})\rceil=40$ evaluations. Equation~\eqref{eq:cost} gives $\lceil\log_2156.6\rceil+5=13$, and the solver uses 8. Four midpoints are rejected, with $d=9.42$, $6.03$, $2.34$, $1.60$. The fifth, $\mu=10.39735$~eV, has $d=0.4141$, and Eq.~\eqref{eq:cert} reads $0.346\le0.4162\le0.535$. The step is $\sigma d\simeq0.2070$~eV, to $10.19031$~eV, where $u=2.097\times10^{-3}$ and $e=1.0485\times10^{-3}$~eV. The formula gives $N''/2N'=0.02546$~eV$^{-1}$ (measured from a Newton step: $0.02545$), so the next error is $0.02546\times(1.0485\times10^{-3})^2=2.80\times10^{-8}$~eV, or $u=5.60\times10^{-8}$, as observed. At the eighth evaluation $d$ and $u$ are of order $10^{-15}$ and differ by a factor of two; both are at rounding level, where Eq.~\eqref{eq:cert} carries no information. For a continuum with density of states $D\propto\sqrt\varepsilon$ the constant is $D'/2D=1/4\mu=0.0245$~eV$^{-1}$ to leading order in $\sigma/\mu$. The full continuum integrals give $0.02464$~eV$^{-1}$, and a $40^3$ grid gives the same value, so most of the excess of 4\% on the $20^3$ grid comes from the discrete sampling.

The result is $\mu=10.189264$~eV $=0.374449$~Ha, which lies $5.6\times10^{-5}$~eV above the continuum value $10.189208$~eV. Per cell, $F=E-\sigma S=24.743504-0.5\times0.964548=24.261230$~eV $=0.891584$~Ha. All levels scale as $V^{-2/3}$, so $\partial_V\varepsilon=-2\varepsilon/3V$ and $P=-dF/dV=2E/3V=49.487008/81=0.610951$~eV/\AA$^3$. These are values of the $20^3$ grid; a $40^3$ grid, which agrees with the continuum to the digits shown, lowers $E$ by $9\times10^{-5}$~eV, $S$ by $1.5\times10^{-4}$, $F$ by $1.2\times10^{-5}$~eV and $P$ by $2\times10^{-6}$~eV/\AA$^3$.

\section{What the missing bands cost}

Split the states into a kept set $K$ (bands $n\le N_b$) and a discarded set $D$, with the levels unchanged; the response of a self-consistent potential is not included. The truncated root obeys $N_K(\mu_t)=N_e$, so the full residual there is $\eta=N_D(\mu_t)>0$ and $\mu_t>\mu^*$. Equation~\eqref{eq:cert}, with $A$ summed over all states at $\mu_t$, gives
\begin{equation}
\sigma\ln(1+\eta/A)\le\mu_t-\mu^*\le-\sigma\ln(1-\eta/A).
\end{equation}
The upper bound stays valid with the smaller, known $A_K$, and for $\eta\ll A$ both sides tend to $\eta/N'$.

For the free energy write $\Omega=\Omega_K+\Omega_D$ with $\Omega_D<0$, and use Eq.~\eqref{eq:F} twice. Because $\mu_t$ maximises $\Omega_K+\mu N_e$, $F=[\Omega_K(\mu^*)+\mu^*N_e]+\Omega_D(\mu^*)\le F_t+\Omega_D(\mu^*)$. Because $\mu^*$ maximises the full function, $F\ge F_t+\Omega_D(\mu_t)$. Together,
\begin{equation}
|\Omega_D(\mu^*)|\le F_t-F\le|\Omega_D(\mu_t)| .
\end{equation}
For discarded states above $\mu_t$, $t/(1+t)\le\ln(1+t)\le t$, so $\mathrm{sp}(-x)$ equals $f$ within a factor $1+t$ and $F_t-F\simeq\sigma\eta$ when all $t\ll1$ and $\eta\ll A$.

For a sum $\Phi=\sum wf\alpha$, with $\alpha_i=\varepsilon_i$ or $\partial_\lambda\varepsilon_i$, the difference is $\Phi_t-\Phi=\Phi_K(\mu_t)-\Phi_K(\mu^*)-\sum_Dwf^*\alpha$, where $f^*$ is taken at $\mu^*$. Differentiating, $d\Phi_K/d\mu=\sigma^{-1}\sum_Kwf(1-f)\alpha=\bar\alpha N_K'$, with $\bar\alpha$ the average over $K$ with weight $wf(1-f)$. The kept states gain $N_K(\mu_t)-N_K(\mu^*)=N_e-N_K(\mu^*)=\sum_Dwf^*$ electrons, and $\bar\alpha$ changes by $O(\eta)$ on the way, so
\begin{equation}
\Phi_t-\Phi=-\sum_Dwf^*(\alpha-\bar\alpha)+O(\eta^2).\label{eq:phi}
\end{equation}
The electrons of the missing states are moved to the Fermi surface. When the discarded levels lie above $\bar\varepsilon$, this lowers $E$ while $F$ rises, and, where $F_t-F\simeq\sigma\eta$ holds, the ratio $|E_t-E|/(F_t-F)$ is about the mean of $(\varepsilon-\bar\varepsilon)/\sigma$ over those electrons.

The errors below are differences from a reference with many more bands on the same $20^3$ grid; energies are in eV. They depend on the grid, which misses the band minima: on a $60^3$ grid $\eta$ is $2.31\times10^{-4}$, $3.22\times10^{-6}$ and $1.06\times10^{-12}$ for $N_b=4$, 7 and 8.
\begin{center}
\begin{tabular}{cccccc}
$N_b$&$\min\varepsilon_{N_b+1}$&$\eta$&$\mu_t-\mu^*$&$F_t-F$&$E_t-E$\\
3&9.22&$7.15\times10^{-2}$&$1.22\times10^{-1}$&$5.10\times10^{-2}$&$-1.05\times10^{-2}$\\
4&12.98&$2.08\times10^{-4}$&$3.55\times10^{-4}$&$1.04\times10^{-4}$&$-7.10\times10^{-4}$\\
7&13.82&$2.33\times10^{-6}$&$3.97\times10^{-6}$&$1.16\times10^{-6}$&$-9.51\times10^{-6}$\\
8&22.18&$7.79\times10^{-13}$&$1.33\times10^{-12}$&$3.87\times10^{-13}$&$-9.77\times10^{-12}$
\end{tabular}
\end{center}
For $N_b=4$, with $N'=0.58677$~eV$^{-1}$, $\eta/N'=3.5\times10^{-4}$~eV and $\sigma\eta=1.04\times10^{-4}$~eV, and Eq.~\eqref{eq:phi} reproduces $E_t-E$ to three figures. The error of $F$ is $4.3\times10^{-6}$ relative to $F$; that of $E$, and so of $P$, is $2.9\times10^{-5}$ relative to its value. For $N_b=3$ the discarded band dips below $\mu$. The bounds still hold ($0.108\le0.122\le0.139$ and $0.0472\le0.0510\le0.0554$), but the first-order energy, $-1.41\times10^{-2}$~eV, exceeds the true shift by a third. For $N_b=8$ the computed $F_t-F$ lies $3\times10^{-15}$~eV below its lower bound $3.90\times10^{-13}$~eV; this is $10^{-16}$ relative to $F$, the rounding of the subtraction, and the row does not probe the bound.

The band minima can be traced by hand. At the zone corner eight plane waves are degenerate. The nearest grid point has components $0.475$ in units of $2\pi/a$, and each component may become $-0.525$, which adds $0.05$ to the squared length $0.6769$. Bands 5 to 7 have $0.7769E_0=12.98$~eV and band 8 has $0.8269E_0=13.82$~eV. Until the whole octet is kept, some discarded state lies within $7.3\sigma$ of $\mu$; with it kept, the nearest is $24\sigma$ away on this grid, and finer grids bring it towards $1.25E_0$, about $21\sigma$.

\section{How many bands}

The requirement $\eta\le\tau$ is a condition on energy. Assume that the high states follow the free-electron count $gVk^3/6\pi^2$ with $k=\sqrt{2\varepsilon}$, so that $D(\varepsilon)=gV\sqrt{2\varepsilon}/2\pi^2$. Above a cutoff $\varepsilon_{\rm cut}$ use $f\le e^{-x}$ and $\sqrt{1+z}\le1+z/2$. With $\varepsilon=\varepsilon_{\rm cut}+\sigma y$, $x_{\rm cut}=(\varepsilon_{\rm cut}-\mu)/\sigma$ and $\int_0^\infty e^{-y}dy=\int_0^\infty ye^{-y}dy=1$,
\begin{align}
\int_{\varepsilon_{\rm cut}}^\infty Df\,d\varepsilon&\le\sigma D(\varepsilon_{\rm cut})e^{-x_{\rm cut}}\int_0^\infty\Big(1+\frac{\sigma y}{2\varepsilon_{\rm cut}}\Big)e^{-y}dy\nonumber\\
&=\sigma D(\varepsilon_{\rm cut})\Big(1+\frac{\sigma}{2\varepsilon_{\rm cut}}\Big)e^{-x_{\rm cut}} .
\end{align}
Setting the right side equal to $\tau$ and taking the logarithm,
\begin{equation}
\varepsilon_{\rm cut}=\mu+\sigma\ln\Big[\frac{\sigma D(\varepsilon_{\rm cut})}{\tau}\Big(1+\frac{\sigma}{2\varepsilon_{\rm cut}}\Big)\Big].
\end{equation}
The right side has slope about $\sigma/2\varepsilon_{\rm cut}$, so fixed-point iteration converges for $\varepsilon_{\rm cut}\gg\sigma$. Since $\eta$ is defined at $\mu_t$, the strict choice is $\mu=\mu_t$; the numbers here use $\mu^*$, which changes the tail by at most the factor $e^{(\mu_t-\mu^*)/\sigma}$.

If $N_b=\max_{\mathbf k}\#\{n:\varepsilon_{n\mathbf k}<\varepsilon_{\rm cut}\}$, every discarded state lies at or above the cutoff, and $\eta$ is at most the grid sum over such states. For free electrons the count is the number of points $\mathbf k+\mathbf G$ in a ball of radius $k_c=\sqrt{2\varepsilon_{\rm cut}}$. Centre a Brillouin zone of volume $(2\pi)^3/V$ and circumradius $\rho$ on each point. The zones of the counted points lie inside the ball of radius $k_c+\rho$. They cover the ball of radius $k_c-\rho$, because every location in it belongs to a zone whose centre is within $\rho$. Dividing the ball volumes by the zone volume,
\begin{equation}
\frac{V\max(k_c-\rho,0)^3}{6\pi^2}\le\text{count}\le\frac{V(k_c+\rho)^3}{6\pi^2}.
\end{equation}
The zone average is the Weyl value $Vk_c^3/6\pi^2=(N_e/g)(\varepsilon_{\rm cut}/E_F)^{3/2}$, by $N_e=gVk_F^3/6\pi^2$. A supercell of linear size $l$ has $\rho\to\rho/l$, so the count per primitive cell is squeezed towards the Weyl value as $l$ grows; the bounds are tight when $k_c\gg\rho/l$. The column ``$5^3$ cell'' below is the largest count over the $4^3$ $k$-points of the $l=5$ supercell onto which the $20^3$ grid folds, divided by 125; other points of the supercell zone reach at least $2.432$, $4.416$ and $15.392$.

For $\tau=10^{-6}$ and $\sigma=0.5$~eV, write $D=(3N_e/2E_F)\sqrt{\varepsilon/E_F}$. At $16.614$~eV this is $0.5877\times1.2757=0.7497$~eV$^{-1}$; then $0.5\times0.7497\times1.0150=0.3805$, $x_{\rm cut}=\ln(3.805\times10^5)=12.85$ and $\varepsilon_{\rm cut}=10.189+6.425=16.614$~eV, which closes the iteration. The Weyl count is $2\times1.6273^{3/2}=4.15$.
\begin{center}
\begin{tabular}{cccccc}
$\sigma$/eV&$\varepsilon_{\rm cut}$/eV&Weyl&$5^3$ cell&sufficient $N_b$&minimal $N_b$\\
0.1&11.317&2.33&2.368&4&4\\
0.5&16.614&4.15&4.216&8&8\\
2.0&39.214&15.06&15.080&19&16
\end{tabular}
\end{center}
The band counts refer to the $20^3$ grid. The minimal counts are the same on $40^3$ and $60^3$ grids, but the sufficient count at $\sigma=2$~eV rises to 20, the number of plane waves below the cutoff at the zone-face centre, and the converged $\mu$ lowers the cutoff at $\sigma=0.1$~eV to $11.312$~eV. The continuum tail by quadrature is below $\tau$ in all three cases, by less than $0.1\%$ of $\tau$. The grid tails are $0.98$, $1.04$ and $1.03$ times $\tau$: the inequality is proved for the continuous $D$, and a sharp cut through discrete levels can exceed it. The sufficient count met $\eta\le\tau$ nevertheless, because keeping whole bands also keeps states above the cutoff at most $k$-points; in a large cell that margin shrinks, and $\tau$ should be set somewhat below the target. In the primitive cell $\rho=\sqrt3\pi/a=1.8138$~\AA$^{-1}$ is comparable with $k_c$, the geometric range is wide ($0.01$ to $27.1$ at $0.5$~eV), and the Weyl value underestimates the minimal count by factors of $1.7$ and $1.9$ at the two smaller widths. Beyond the $N_e/g=2$ nominally filled bands the minimal numbers of empty bands are 2, 6 and 14, so a fixed allowance is either too small at the largest width or wasteful at the smallest. The estimate of $\varepsilon_{\rm cut}$ fails where narrow empty $d$ or $f$ bands near the cutoff raise $D$ above the free-electron value; the actual density of states must then replace it, while the bounds in terms of $\eta$ remain valid. The numerical check that follows gives the full iteration history and all truncation rows.

\section*{Calculated quantities}
\begin{verbatim}
max rel error of f 1.2e-16, of s 2.0e-16; f(40) = 4.2484e-18, s(40) = 1.7418e-16
random spectra: smallest margin to evaluation bound = 3
u* = 1.2564, 2-cycle u = 2.1773, ln1.5 = 0.4055
worst-case chain u_j: 0.693 0.307 0.0523 0.00139 9.68e-07 4.69e-13
diverging plain Newton u: 2.277 -2.547 3.796 -18.461
gap model: levels 0.0, 1.0 eV, m = 2, 6, N = 2, sigma = 0.01 eV: mu = 0.4945069386 eV
 naive R=0 on [0.3674, 0.6216] eV, predicted width 0.2543 eV
 plain Newton from 0.8 eV: 33 steps; safeguarded: 10 evaluations, bound 13
a = 3.0 A, Ne = 4, grid 20^3, 220 irreducible k, hbar^2/2m = 3.80998 eV A^2
E0 = hbar^2(2pi/a)^2/2m = 16.7125 eV, E_F = 10.2094 eV, sigma = 0.5 eV, Nb = 8
bracket [-0.5180, 31.2357] eV, W = 31.7537 eV
 eval 1 B: mu = 15.3588587692 eV, d = 9.421e+00, u = 1.034e+01
 eval 2 B: mu = 7.4204442358 eV, d = 6.030e+00, u = 5.538e+00
 eval 3 B: mu = 11.3896515025 eV, d = 2.336e+00, u = 2.401e+00
 eval 4 B: mu = 9.4050478692 eV, d = 1.601e+00, u = 1.568e+00
 eval 5 N: mu = 10.3973496858 eV, d = 4.141e-01, u = 4.162e-01
 eval 6 N: mu = 10.1903129999 eV, d = 2.097e-03, u = 2.097e-03
 eval 7 N: mu = 10.1892644973 eV, d = 5.598e-08, u = 5.598e-08
 eval 8 N: mu = 10.1892644693 eV, d = 1.727e-15, u = 3.553e-15
evaluations for 1e-10 sigma: safeguarded 8 (bound 13), bisection 40
N' = 0.58677 /eV; N''/2N' = 0.02546 /eV, measured 0.02545 /eV
mu = 10.189264 eV = 0.374449 Ha; continuum mu = 10.189208 eV
E = 24.743504 eV, S = 0.964548 kB, F = 24.261230 eV = 0.891584 Ha, P = 0.610951 eV/A^3
Nb, min e_(Nb+1)/eV, eta, dmu/eV [lower, upper], dF/eV [lower, upper], dE/eV, 1st order
3 9.22 7.15e-02 1.22e-01 [1.08e-01,1.39e-01] 5.10e-02 [4.72e-02,5.54e-02] -1.05e-02 -1.41e-02
4 12.98 2.08e-04 3.55e-04 [3.55e-04,3.55e-04] 1.04e-04 [1.04e-04,1.04e-04] -7.10e-04 -7.10e-04
5 12.98 6.74e-05 1.15e-04 [1.15e-04,1.15e-04] 3.37e-05 [3.37e-05,3.37e-05] -2.32e-04 -2.32e-04
6 12.98 1.60e-05 2.73e-05 [2.73e-05,2.73e-05] 8.02e-06 [8.02e-06,8.02e-06] -5.55e-05 -5.55e-05
7 13.82 2.33e-06 3.97e-06 [3.97e-06,3.97e-06] 1.16e-06 [1.16e-06,1.16e-06] -9.51e-06 -9.51e-06
8 22.18 7.79e-13 1.33e-12 [1.33e-12,1.33e-12] 3.87e-13 [3.90e-13,3.90e-13] -9.77e-12 -9.76e-12
tau = 1e-06, rho = 1.8138 1/A
sigma 0.1 eV: mu 10.2133 eV, e_c 11.317 eV, x_c 11.04, tail quad 9.9997e-07, grid 9.82e-07
  Weyl 2.33, range [0.00,20.2], 5^3 cell max 2.368 per cell
  Nb sufficient 4 (eta 1.1e-14), minimal 4 (eta 1.1e-14), empty 2
sigma 0.5 eV: mu 10.1893 eV, e_c 16.614 eV, x_c 12.85, tail quad 9.9979e-07, grid 1.04e-06
  Weyl 4.15, range [0.01,27.1], 5^3 cell max 4.216 per cell
  Nb sufficient 8 (eta 7.8e-13), minimal 8 (eta 7.8e-13), empty 6
sigma 2.0 eV: mu 9.8635 eV, e_c 39.214 eV, x_c 14.68, tail quad 9.9941e-07, grid 1.03e-06
  Weyl 15.06, range [1.24,57.7], 5^3 cell max 15.080 per cell
  Nb sufficient 19 (eta 7.1e-08), minimal 16 (eta 7.8e-07), empty 14
\end{verbatim}
